Why high-spin manganocene has longer metal-ring bonds than ferrocene

**Q:** Manganocene and ferrocene have the same two rings. Which electrons differ between the metals?

**A:** I count each ring as C5H5⁻ and the metal as M²⁺. The rings then hold 12 π electrons, two in each of six orbitals, while iron has six d electrons and manganese five. With the symmetry labels of staggered rings, the metal-like orbitals are filled as follows:

ferrocene: e2g⁴ a1g²
high-spin manganocene: e2g² a1g¹ e1g*²

The star marks an orbital that is antibonding between metal and ring. Manganese has gained two e1g* electrons, but it has also lost two e2g electrons and one a1g electron. All three changes must be examined before the longer bond is assigned to the first.

**Q:** How do you decide which of these orbitals bind the rings?

**A:** I use a model with one p orbital per carbon, pointing along the molecular axis z, and five metal d orbitals. Orbitals on different atoms are orthogonal, and the rings are rigid. Around a five-membered ring, an orbital with m angular periods changes phase by 2πm/5 between neighbours. Its two neighbours, each with hopping t, therefore give

ε_m = t[exp(2πim/5) + exp(−2πim/5)] = 2t cos(2πm/5).

For t = −2.5 eV the levels are −5.000, −1.545 and 4.045 eV for m = 0, 1 and 2. Zero is the carbon p energy, and I put the metal d level there too.

For the metal-ring coupling, let u be the unit vector from carbon to metal. I write a d orbital as a quadratic function f, scaled so that a d orbital pointing along u has f(u) = 1. Its σ part along u is then f(u). Its π part is the transverse gradient of f divided by √3. The p orbital has σ part u_z and transverse part z − u_z u, where z is the unit axis vector. Since f is quadratic, u·∇f = 2f, so the coupling of one carbon is

g = u_z f Vσ + (1/√3)(∂f/∂z − 2u_z f)Vπ.

Let h be the distance from metal to ring plane, a the ring radius, d the metal-carbon distance, c = h/d and s = a/d. For the upper ring u = (−s cos φ, −s sin φ, −c). The xz orbital has f = √3xz, hence

g = −s cos φ [√3c²Vσ + (1 − 2c²)Vπ].

The normalized ring orbital is √(2/5) Σ cos φ p. Because Σ cos²φ = 5/2, its sum gives a factor √(5/2). The matching combination of two rings gives another √2. Thus

|β1| = √5 s |√3c²Vσ + (1 − 2c²)Vπ|.

The other two follow in the same way. For z², f = z² − (x² + y²)/2 and ∂f/∂z = 2z. For x² − y², f = (√3/2)(x² − y²) and ∂f/∂z = 0. The m = 0 ring sum gives √5 instead of √(5/2):

|β0| = √10 c |(c² − s²/2)Vσ + √3s²Vπ|
|β2| = √5 cs² |(√3/2)Vσ − Vπ|.

**Q:** What do these give for a ferrocene-like geometry?

**A:** I take d = 2.05 Å and a = 1.20 Å, so h = √(2.05² − 1.20²) = 1.662 Å, c = 0.811 and s = 0.585. With the round values Vσ = −1.3 eV and Vπ = 0.6 eV,

|β1| = 2.236 × 0.585 × |−1.480 − 0.189| ≈ 2.18 eV.

The a1g and e2g couplings are 0.71 and 1.07 eV. Away from this geometry all three are also multiplied by (2.05 Å/d)^3.5.

Each d orbital meets one matching ring combination, which leaves a two-level problem:

E± = ε_m/2 ± √[(ε_m/2)² + β_m²].

For e1g the ring level lies below the metal level, so the metal-like orbital is the upper, antibonding one:

E(e1g*) = −0.773 + √(0.773² + 2.185²) = 1.545 eV.

For e2g the ring level lies above the metal. The metal-like orbital is then the lower, bonding one, at −0.267 eV. The metal-like a1g orbital is weakly antibonding, at 0.098 eV.

**Q:** Can I now simply count bonds?

**A:** Yes, if you say which orbitals enter the count. With n_b bonding and n_a antibonding electrons,

N = (n_b − n_a)/2.

In the e1g channel ferrocene has N = (4 − 0)/2 = 2, and high-spin manganocene has N = (4 − 2)/2 = 1. If all six ring pairs are counted as metal-ring bonds, and only e1g* electrons are subtracted, the same change reads 6 to 5. The loss is one bond in both counts, but the fractional loss is one half in the first and one sixth in the second.

Polarity can be included. Write the bonding orbital as cos θ on the ring and sin θ on the metal, with signs chosen so that the coupling is −|β|. Let D = −ε_1 be the height of the metal level above the ring level. The orbital energy is

E = −D cos²θ − 2|β| sin θ cos θ.

Setting dE/dθ = D sin 2θ − 2|β| cos 2θ to zero gives tan 2θ = 2|β|/D. The product of the two coefficients is ½ sin 2θ in the bonding orbital and −½ sin 2θ in the antibonding one. The bond order, summed over electrons, is therefore

P = (n_b − n_a)(½ sin 2θ) = N sin 2θ.

Here sin 2θ = 0.943, so P falls from 1.886 to 0.943. At one geometry and with the same metal parameters, the mixing factor cancels from the ratio. The ratio is one half for an evenly shared bond (D → 0, sin 2θ → 1) and also for a very polar one (D ≫ |β|, sin 2θ ≈ 2|β|/D), although the polar bond has little covalent order to lose.

**Q:** A smaller bond order is still not a longer bond. What connects them?

**A:** A force does. The orbital coefficients are stationary, so their first-order change does not alter the energy. Only the coupling changes with h, and

dE/dh = −2P d|β|/dh.

In the e1g channel |β| falls as the rings move out, at all the distances considered here. Its derivative is negative, dE/dh is positive, and the force −dE/dh points inward. Each antibonding electron cancels the pull of one bonding electron.

At the reference geometry, two added e1g* electrons give an outward force of 5.02 eV/Å. The four bonding electrons of ferrocene pull inward with twice that, 10.04 eV/Å, so half of the e1g pull is lost.

**Q:** And the electrons that manganese has lost?

**A:** The two missing e2g electrons add 1.98 eV/Å outward. They were weakly bonding, because they donated from the metal into empty ring orbitals. The metal-like e2g electrons taken alone also change their count from 2 to 1, yet the force is less than half as large. A count that gives every channel equal weight misses this difference.

The missing a1g electron adds 0.34 eV/Å outward, although it was antibonding. The formula for |β0| shows how this can happen. Its σ and π terms have opposite signs. As the ring moves out, s² falls, the cancelling π term shrinks and the σ term grows. Near this geometry that gain outweighs the decay with distance, so |β0| rises with h; the rise fades as the rings move out and reverses between d = 2.26 and 2.38 Å. An antibonding a1g electron then pulls inward, and losing it pushes the rings out.

The total is

5.02 + 1.98 + 0.34 = 7.34 eV/Å,

of which e1g* supplies 68%. This share depends on the parameters: it is 76% for Vπ = 0.3 eV and 64% for Vπ = 0.9 eV, and 58% and 73% for decay exponents 2 and 5 in place of 3.5. It also depends on where it is evaluated: at the longer high-spin distance found below it is 82%. In this model, then, the two antibonding electrons are the largest cause, but not the sole one.

**Q:** How much longer does the bond become?

**A:** That needs the other forces. I add a Coulomb energy, with charge +1 e on the metal and −0.1 e on each carbon for both metals, and a repulsion R(2.05 Å/d)⁹. Requiring zero total force for ferrocene at 2.05 Å fixes R = 4.578 eV. The reference length is therefore an input; the elongation is not fitted.

Near the minimum the energy is kδh²/2, and the new occupation adds −Fδh. Setting the derivative to zero gives

kδh − F = 0, so δh = F/k = 7.338/36.52 = 0.201 Å.

This linear estimate holds F and k at their starting values. Minimizing the full energy gives δh = 0.253 Å. Then h = 1.915 Å and

d = √(1.915² + 1.20²) = 2.26 Å.

The bond is longer by 0.21 Å, or 21 pm. At the longer distance the e1g bond order is 0.899, or 48% of the ferrocene value, slightly below one half because the weaker coupling also reduces the mixing.

**Q:** Could the cause be the missing electron, rather than the antibonding ones?

**A:** The model can separate them by changing one set of occupations at a time, with all other parameters fixed:

two e1g* electrons added, none removed: 2.206 Å
e2g and a1g electrons removed, none added: 2.099 Å
low-spin d⁵, e2g³ a1g²: 2.072 Å
low-spin d⁵, e2g⁴ a1g¹: 2.057 Å

Either low-spin d⁵ arrangement has one electron fewer than ferrocene but stays within 0.03 Å of its length. The comparison between spin states also keeps the metal the same. Going from e2g³ a1g² to high spin lengthens the bond by 0.19 Å, and e1g* supplies 79% of the outward force, evaluated at the ferrocene geometry. Starting from e2g⁴ a1g¹, the figures are 0.20 Å and 72%.

**Q:** Why would manganese put electrons into an antibonding orbital at all?

**A:** Exchange can pay for it. Give each pair of parallel d electrons an energy −K, and hold the geometry and levels fixed. The lowest low-spin d⁵ arrangement in this model is e2g⁴ a1g¹, with three spins up and two down, hence 3 + 1 = 4 parallel pairs. High spin has 10. The promotion costs 2(E_e1* − E_e2) and gains 6K, so high spin wins when

K > (E_e1* − E_e2)/3 = (1.545 + 0.267)/3 = 0.604 eV.

For d⁶ the number of pairs rises from 6 to 10, a gain of only 4K. The high-spin arrangement is e2g³ a1g¹ e1g*², so the threshold is

K = (2E_e1* − E_e2 − E_a1)/4 = 0.814 eV.

Comparing every d occupation 0.005 eV below and above each threshold confirms the switches: from one to five unpaired electrons for d⁵, and from none to four for d⁶. Between the thresholds, d⁵ is high-spin and d⁶ is low-spin even with equal metal parameters. This is a fixed-geometry argument; it leaves out other Coulomb differences and the energy gained when the bond relaxes. Letting each occupation relax to its own length lowers the thresholds to about 0.48 and 0.67 eV, so the window moves but remains. The neglected Coulomb differences matter too: real low-spin manganocenes such as decamethylmanganocene take e2g³ a1g², not the e2g⁴ a1g¹ that these one-electron levels put lowest. Nor does the model supply K, so it shows that such a window exists, not that the real metals lie in it.

**Q:** How far should I trust 21 pm for the real precursor molecules?

**A:** Only as a rough estimate of size. The measured metal-carbon distances are roughly 2.1 Å in ferrocene and 2.4 Å in high-spin manganocene, so the model gives too small an elongation. One assumption that real molecules break is that iron and manganese have equal parameters. Changing one parameter for manganese, with the ferrocene repulsion otherwise kept, gives:

repulsion 20% larger: 2.33 Å
coupling 10% weaker: 2.30 Å
d level 0.5 eV higher: 2.27 Å
metal charge 1.3 e, with −0.13 e on each carbon: 2.19 Å

The charge deserves special care. Counting the d electrons in the model's own orbitals gives a metal charge of about 0.9 e in ferrocene and 1.4 e in high-spin manganocene, not 1 e in both. With those charges, carbon charges to match and the ferrocene length refitted, the manganocene distance is only 2.16 Å, about half the elongation.

The repulsion law matters as much. With the ferrocene length refitted each time, exponents 7 and 11 give 2.37 and 2.21 Å. These trials show sensitivity; they do not identify the source of the remaining difference. Thermal motion along h alone at 350 K, treated classically, shifts the mean length by only about 0.005 Å, with an rms spread of 0.04 Å.

Orbital overlap leaves the simple count unchanged, but it makes an antibonding electron cost more energy than a bonding electron gains. With overlap S, and energies measured from the mean of the two levels, the two-level condition becomes

E² − D²/4 = (|β| + SE)².

For S = 0.15 and the same |β| and D, the roots are −2.03 and 2.70 eV. Measured from the uncoupled levels at ∓0.773 eV, a bonding electron gains 1.26 eV and an antibonding electron costs 1.93 eV. The fraction of e1g stabilization left is

(4 × 1.26 − 2 × 1.93)/(4 × 1.26) ≈ 0.23,

instead of 0.5. Here the count understates the energetic weakening.

**Q:** May I read the longer bond as a more reactive deposition precursor?

**A:** Not from this calculation alone. It shows a weaker covalent hold on the rings at equilibrium. A surface reaction rate also depends on the barrier, the surface group, the way the ring charge responds to that group and any change of spin along the path. The model contains neither a surface nor a reaction path. The numerical output below lists the parameters and separate contributions.

Calculated quantities

```
Ring radius: 1.20 A
Reference metal-carbon length: 2.050 A
Reference metal-ring-plane distance: 1.662 A
Ring hopping: -2.50 eV
V_sigma at reference length: -1.30 eV
V_pi at reference length: 0.60 eV
Metal d level, relative to carbon p: 0.00 eV
Coupling decay exponent: 3.5
Repulsion exponent: 9.0
Model metal charge: 1.0 e
Repulsion energy at reference: 4.578 eV
a1g: ring level -5.000 eV, |beta| 0.707 eV
e1g: ring level -1.545 eV, |beta| 2.185 eV
e2g: ring level 4.045 eV, |beta| 1.072 eV
Metal-like levels e2g, a1g, e1g*: -0.267, 0.098, 1.545 eV
Simple e1g count, reference and high-spin: 2.0, 1.0
Six-ring-pair count, reference and high-spin: 6.0, 5.0
e1g mixing factor sin(2 theta): 0.943
e1g bond order, reference: 1.886
e1g bond order, high-spin at reference geometry: 0.943
e1g bond order, high-spin relaxed: 0.899
Relaxed/reference e1g bond-order ratio: 0.477
Outward force from two added e1g* electrons: 5.022 eV/A
Outward force from two lost e2g electrons: 1.977 eV/A
Outward force from one lost a1g electron: 0.339 eV/A
Total outward force: 7.338 eV/A
e1g* share of force, versus reference: 68.4 %
e1g* share of force, versus low-spin d5 e2g3 a1g2: 79.1 %
Reference stiffness for h: 36.52 eV/A^2
Linear estimate of change in h: 0.201 A
Full change in h: 0.253 A
High-spin metal-carbon length: 2.260 A
High-spin elongation: 0.210 A
High-spin elongation, converted: 21.0 pm
Low-spin d5 length, e2g3 a1g2: 2.072 A
Low-spin d5 length, e2g4 a1g1: 2.057 A
Length with only two e1g* electrons added: 2.206 A
Length with only e2g and a1g electrons removed: 2.099 A
Exchange threshold for high-spin d5: 0.604 eV
Exchange threshold for high-spin d6: 0.814 eV
Retained e1g stabilization with overlap 0.15: 0.234
High-spin length, charge 1.3 e: 2.193 A
High-spin length, d level raised 0.5 eV: 2.269 A
High-spin length, coupling reduced 10%: 2.295 A
High-spin length, repulsion increased 20%: 2.329 A
High-spin length, repulsion exponent 7: 2.372 A
High-spin length, repulsion exponent 11: 2.206 A
e1g* force share with V_pi 0.3 eV: 76.3 %
e1g* force share with V_pi 0.9 eV: 64.1 %
Classical mean length shift at 350 K: 0.0048 A
Classical rms length spread at 350 K: 0.0392 A
```
